# Median electromigration lifetime of ten thousand series elements: a numerical check

```python
# RESULT UNDER TEST
# N independent elements in series, each with a lognormal lifetime of median
# t50 and natural-log standard deviation sigma, have the system median
#     t_sys = t50 * exp(sigma*z),  Phi(z) = 1 - 2**(-1/N).
# For N = 10000 and sigma = 0.3 the ratio t_sys/t50 is 0.32 to two figures.
# Phi: standard normal distribution function; phi: its density.
# Lifetimes in the tests are in units of t50; the example uses years, K, eV.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ndtr, ndtri, log_ndtr

N = 10000
sigma = 0.3
LN2 = np.log(2.0)


def element_fraction(count, failed=0.5):
    """Element failure probability when a fraction 'failed' of systems failed."""
    return -np.expm1(np.log1p(-failed) / count)


def ratio_formula(count, spread, failed=0.5):
    return np.exp(spread * ndtri(element_fraction(count, failed)))


def normal_density(s):
    return np.exp(-s * s / 2) / np.sqrt(2 * np.pi)


p = element_fraction(N)
z = ndtri(p)
ratio = ratio_formula(N, sigma)
ratio_1pct = ratio_formula(N, sigma, 0.01)

# --- Small-probability bounds on p
x = LN2 / N
assert x - x**2 / 2 < p < x

# --- Direct road: integrate the lifetime density, solve the survival condition
def lifetime_density(t):
    return np.exp(-np.log(t)**2 / (2 * sigma**2)) / (
        t * sigma * np.sqrt(2 * np.pi))


def ratio_from_density(failed):
    def condition(t):
        F = quad(lifetime_density, 0, t, epsabs=0, epsrel=1e-9, limit=200)[0]
        return N * np.log1p(-F) - np.log1p(-failed)
    return brentq(condition, 0.15, 0.6, xtol=1e-11)


ratio_quad = ratio_from_density(0.5)
assert abs(ratio_quad / ratio - 1) < 1e-6
assert abs(ratio_from_density(0.01) / ratio_1pct - 1) < 1e-6

# --- Tail bounds: derivative identity, then the bracket on -z
s = sp.symbols('s', positive=True)
phi_s = sp.exp(-s**2 / 2) / sp.sqrt(2 * sp.pi)
assert sp.simplify(sp.diff(phi_s * (1/s - 1/s**3), s)
                   + phi_s * (1 - 3/s**4)) == 0
a_low, a_high = 3.75, 3.85
for a in (a_low, a_high):
    tail = quad(normal_density, a, a + 10, epsabs=0, epsrel=1e-9)[0]
    assert normal_density(a) * (1/a - 1/a**3) < tail < normal_density(a) / a
tail_lower = normal_density(a_low) * (1/a_low - 1/a_low**3)
tail_upper = normal_density(a_high) / a_high
assert tail_lower > x and tail_upper < x - x**2 / 2
ratio_low, ratio_high = np.exp(-sigma * a_high), np.exp(-sigma * a_low)
assert 0.315 < ratio_low < ratio < ratio_high < 0.325

# --- Simulation: minima of N standard normal numbers for many systems
rng = np.random.default_rng(12345)
n_weak, weak_median = 10, 0.4
systems, batch = 4000, 200
min_weak, min_rest = [], []
for _ in range(systems // batch):
    draws = rng.standard_normal((batch, N))
    min_weak.append(draws[:, :n_weak].min(axis=1))
    min_rest.append(draws[:, n_weak:].min(axis=1))
min_weak = np.concatenate(min_weak)
min_rest = np.concatenate(min_rest)
min_all = np.minimum(min_weak, min_rest)
ratio_mc = np.median(np.exp(sigma * min_all))
# statistical error of this median is about 0.2 percent
assert abs(ratio_mc / ratio - 1) < 0.01

# --- Example: regime of copper damascene lines, rough typical values
t50_years, T_use, E_a = 50.0, 378.0, 0.9
k_eV = constants.k / constants.e
t_sys = t50_years * ratio
t_1pct = t50_years * ratio_1pct
hours_per_year = constants.Julian_year / constants.hour


def log_arrhenius(dT):
    """Log of the median at T_use + dT relative to that at T_use."""
    return E_a / k_eV * (1 / (T_use + dT) - 1 / T_use)


# Whole chip hotter
dT_chip = 10.0
hot_factor = np.exp(log_arrhenius(dT_chip))

# Independent element temperatures: linearized law against full average
sd_T = 2.0
sigma_T = E_a * sd_T / (k_eV * T_use**2)
sigma_total = np.hypot(sigma, sigma_T)
ratio_T = ratio_formula(N, sigma_total)
y = np.linspace(-8, 8, 1601)
weights = normal_density(y) * (y[1] - y[0])


def temperature_condition(log_r):
    F = np.sum(weights * ndtr((log_r - log_arrhenius(sd_T * y)) / sigma))
    return N * np.log1p(-F) + LN2


ratio_T_full = np.exp(brentq(temperature_condition, -2.5, -0.6))
assert abs(ratio_T_full / ratio_T - 1) < 0.01  # second order in sd_T dropped

# Shared variation: part rho of the log-lifetime variance is common to a chip
rho = 0.2


def shared_condition(log_r):
    u = (log_r / sigma - np.sqrt(rho) * y) / np.sqrt(1 - rho)
    return np.sum(weights * np.exp(N * log_ndtr(-u))) - 0.5


ratio_shared = np.exp(brentq(shared_condition, -2.5, -0.3))
common = rng.standard_normal(systems)
shared_mc = np.median(np.exp(sigma * (np.sqrt(rho) * common
                                      + np.sqrt(1 - rho) * min_all)))
assert abs(shared_mc / ratio_shared - 1) < 0.02  # sampling error about 0.3 %

# A few weak elements
def weak_condition(log_r):
    return ((N - n_weak) * log_ndtr(-log_r / sigma)
            + n_weak * log_ndtr(-(log_r - np.log(weak_median)) / sigma) + LN2)


ratio_weak = np.exp(brentq(weak_condition, -2.5, -0.6))
weak_mc = np.median(np.minimum(np.exp(sigma * min_rest),
                               weak_median * np.exp(sigma * min_weak)))
assert abs(weak_mc / ratio_weak - 1) < 0.02  # sampling error about 0.4 %

# Half of the elements immortal; uncertain sigma; decimal-log reading
ratio_half = ratio_formula(N // 2, sigma)
ratio_s25, ratio_s35 = ratio_formula(N, 0.25), ratio_formula(N, 0.35)
ratio_log10 = ratio_formula(N, sigma * np.log(10))

# Weibull law with equal median and equal log-standard deviation
beta = np.pi / (sigma * np.sqrt(6))
ratio_weibull = N**(-1 / beta)
minima, log_sds = [], []
for _ in range(10):
    life = (rng.standard_exponential((batch, N)) / LN2)**(1 / beta)
    minima.append(life.min(axis=1))
    log_sds.append(np.std(np.log(life)))
assert abs(np.mean(log_sds) / sigma - 1) < 0.005
weibull_mc = np.median(np.concatenate(minima))
assert abs(weibull_mc / ratio_weibull - 1) < 0.05  # sampling error about 0.8 %

print(f"Number of series elements N: {N}")
print(f"Natural-log standard deviation sigma: {sigma}")
print(f"ln2/N: {x:.5e}")
print(f"Element failure probability p at system median: {p:.5e}")
print(f"Normal quantile z: {z:.4f}")
print(f"Exponent sigma*z: {sigma*z:.4f}")
print(f"Ratio system/element median, formula: {ratio:.5f}")
print(f"Ratio from integrated density: {ratio_quad:.5f}")
print(f"Ratio from {systems} simulated systems: {ratio_mc:.4f}")
print(f"Lower tail bound at a={a_low}: {tail_lower:.3e}")
print(f"Upper tail bound at a={a_high}: {tail_upper:.3e}")
print(f"Proved bracket on ratio: {ratio_low:.4f} to {ratio_high:.4f}")
print(f"Ratio if 0.3 were a decimal-log deviation: {ratio_log10:.4f}")
print("--- Example ---")
print(f"Element median at use: {t50_years:.0f} years")
print(f"Use temperature: {T_use:.0f} K; activation energy: {E_a} eV")
print(f"Chip median: {t_sys:.2f} years = {t_sys*hours_per_year:.3e} h")
print(f"Element probability at 1% chips failed: "
      f"{element_fraction(N, 0.01):.4e}")
print(f"Normal quantile there: {ndtri(element_fraction(N, 0.01)):.4f}")
print(f"Ratio at 1% chips failed: {ratio_1pct:.4f}")
print(f"Time to 1% chips failed: {t_1pct:.2f} years")
print("--- Neglected effects, one at a time ---")
print(f"Chip {dT_chip:.0f} K hotter, factor on all medians: {hot_factor:.4f}")
print(f"Chip median when hotter: {t_sys*hot_factor:.2f} years")
print(f"Element temperature standard deviation: {sd_T:.1f} K")
print(f"Its log-lifetime deviation: {sigma_T:.4f}")
print(f"Total log-standard deviation: {sigma_total:.4f}")
print(f"Ratio with temperature spread, linearized: {ratio_T:.4f}")
print(f"Ratio with temperature spread, full Arrhenius: {ratio_T_full:.4f}")
print(f"Ratio with shared variance part {rho}: {ratio_shared:.4f}")
print(f"Same, simulated: {shared_mc:.4f}")
print(f"Ratio with {n_weak} weak elements of relative median "
      f"{weak_median}: {ratio_weak:.4f}")
print(f"Same, simulated: {weak_mc:.4f}")
print(f"Ratio with half the elements immortal: {ratio_half:.4f}")
print(f"Ratio for sigma 0.25: {ratio_s25:.4f}")
print(f"Ratio for sigma 0.35: {ratio_s35:.4f}")
print(f"Weibull shape beta of equal log deviation: {beta:.4f}")
print(f"Weibull ratio, formula: {ratio_weibull:.4f}")
print(f"Weibull ratio, simulated: {weibull_mc:.4f}")
print(f"Chip median under Weibull law: {t50_years*ratio_weibull:.2f} years")
print("ALL CHECKS PASSED")
```

Printed output:

```
Number of series elements N: 10000
Natural-log standard deviation sigma: 0.3
ln2/N: 6.93147e-05
Element failure probability p at system median: 6.93123e-05
Normal quantile z: -3.8106
Exponent sigma*z: -1.1432
Ratio system/element median, formula: 0.31880
Ratio from integrated density: 0.31880
Ratio from 4000 simulated systems: 0.3186
Lower tail bound at a=3.75: 8.734e-05
Upper tail bound at a=3.85: 6.263e-05
Proved bracket on ratio: 0.3151 to 0.3247
Ratio if 0.3 were a decimal-log deviation: 0.0719
--- Example ---
Element median at use: 50 years
Use temperature: 378 K; activation energy: 0.9 eV
Chip median: 15.94 years = 1.397e+05 h
Element probability at 1% chips failed: 1.0050e-06
Normal quantile there: -4.7524
Ratio at 1% chips failed: 0.2403
Time to 1% chips failed: 12.02 years
--- Neglected effects, one at a time ---
Chip 10 K hotter, factor on all medians: 0.4906
Chip median when hotter: 7.82 years
Element temperature standard deviation: 2.0 K
Its log-lifetime deviation: 0.1462
Total log-standard deviation: 0.3337
Ratio with temperature spread, linearized: 0.2804
Ratio with temperature spread, full Arrhenius: 0.2811
Ratio with shared variance part 0.2: 0.3568
Same, simulated: 0.3549
Ratio with 10 weak elements of relative median 0.4: 0.2538
Same, simulated: 0.2547
Ratio with half the elements immortal: 0.3360
Ratio for sigma 0.25: 0.3857
Ratio for sigma 0.35: 0.2635
Weibull shape beta of equal log deviation: 4.2752
Weibull ratio, formula: 0.1160
Weibull ratio, simulated: 0.1143
Chip median under Weibull law: 5.80 years
ALL CHECKS PASSED
```
